\section*{Dyson Orbitals and the Sudden Photoionization Amplitude, Applied to Phenol, part 1}

(Sections cited here and not found follow in the second part.)

\section{The amplitude and its condition}

Light of wavelength 13.5 nm removes an electron from the highest occupied orbital of phenol. If the outgoing electron is described by a plane wave, and its dipole matrix element with the neutral-cation Dyson orbital is taken as the amplitude, the cross section comes out as 8.7 Mb. That is with the coordinate origin at the centre of nuclear charge. With the origin on the oxygen atom, the same formula gives 19 Mb. The molecule, the light and the two states are unchanged, so a cross section cannot respond in this way. The formula must lack either a term or a condition, and a derivation from the many-electron states shows which.

\subsection{The Dyson orbital}

Atomic units are used and the nuclei are fixed. Let $x=(\mathbf r,s)$ denote position and spin, with $\int dx$ including the spin sum. The neutral molecule has $N$ electrons and the normalized antisymmetric state $\Psi_0(x_1,\dots,x_N)$. The cation has a complete orthonormal set of antisymmetric states $\Psi_J(x_2,\dots,x_N)$; sums over $J$ include integrals over its own continuum. The Dyson orbital of the cation state $I$ is
\begin{equation}
\phi_I(x_1)=\sqrt N\int dx_2\cdots dx_N\,
\Psi_I^*(x_2,\dots,x_N)\,\Psi_0(x_1,\dots,x_N).
\label{eq:dyson}
\end{equation}
It is the part of the neutral state that remains when $N-1$ electrons are found in $\Psi_I$. It is a function of one electron, although both states may be fully correlated.

For fixed $x_1$, $\Psi_0$ is an antisymmetric function of the other coordinates. It can therefore be expanded in the cation states, and by Eq.~(\ref{eq:dyson}) the coefficients are the Dyson orbitals:
\begin{equation}
\sqrt N\,\Psi_0(x_1,\dots,x_N)=\sum_J\phi_J(x_1)\Psi_J(x_2,\dots,x_N).
\label{eq:expansion}
\end{equation}
Taking the squared norm of both sides, and using the orthonormality of the $\Psi_J$, gives
\begin{equation}
\sum_J P_J=N,\qquad P_J=\int dx\,|\phi_J(x)|^2 .
\label{eq:poles}
\end{equation}
The number $P_J$ is the pole strength. A Dyson orbital is thus not normalized to one in general, and its norm must be kept in the amplitude.

\subsection{The sudden final state}

In the exact final state the outgoing electron interacts with the cation and can exchange energy with it. The sudden one-electron approximation replaces this state by an antisymmetrized product of one cation state and one electron wave $k(x)$:
\begin{equation}
F(x_1,\dots,x_N)=\frac1{\sqrt N}\sum_{i=1}^N(-1)^{i-1}
k(x_i)\,\Psi_I(x_1,\dots,\widehat{x_i},\dots,x_N),
\label{eq:final}
\end{equation}
where the hat marks an omitted coordinate. The wave $k$ may still feel a static potential, and it may be chosen differently for each cation state. What has been dropped is any later change of the cation state caused by the departing electron.

Overlaps with $F$ simplify. Let $\Phi$ be any antisymmetric $N$-electron function. Moving $x_i$ to the first place in $\Phi$ takes $i-1$ exchanges and gives a factor $(-1)^{i-1}$, which cancels the sign in Eq.~(\ref{eq:final}). After renaming the integration variables, all $N$ terms are equal. Since $N/\sqrt N=\sqrt N$,
\begin{equation}
\langle F|\Phi\rangle=\sqrt N\int dx_1\cdots dx_N\,
k^*(x_1)\Psi_I^*(x_2,\dots,x_N)\Phi(x_1,\dots,x_N).
\label{eq:rule}
\end{equation}
With $\Phi=\Psi_0$ this becomes $\langle F|\Psi_0\rangle=\langle k|\phi_I\rangle$.

The norm of $F$ follows from the same rule with $\Phi=F$. Suppose first that $k$ is normalized to one. The term $i=1$ gives $\langle k|k\rangle=1$. In a term with $i\ge2$, bringing $x_i$ to the front of $\Psi_I^*$ gives $(-1)^{i-2}$. Together with the factor $(-1)^{i-1}$ this makes $-1$. The $N-1$ such terms are equal and add up to
\begin{equation}
\langle F|F\rangle=1-n_k^{I},\qquad
n_k^{I}=\int dx\,dx'\,k^*(x)\gamma_I(x,x')k(x'),
\label{eq:norm}
\end{equation}
where $\gamma_I(x,x')=(N-1)\int dx_3\cdots dx_N\Psi_I(x,x_3,\dots)\Psi_I^*(x',x_3,\dots)$ is the density matrix of the cation. The norm is reduced by the occupation that $k$ already has in the cation. A continuum wave normalized in a volume $V$ has a density proportional to $1/V$ at the molecule. Its occupation $n_k^I$ then tends to zero as $V$ grows, and no correction to the norm is needed.

\subsection{The dipole matrix element}

Let $D=\sum_i d(i)$, where $d$ is a one-electron operator. For the electric dipole in length form $d=\mathbf r$; the charge of the electron is put into the coupling to the field. Since $D$ is symmetric in the electrons, $D\Psi_0$ is antisymmetric and Eq.~(\ref{eq:rule}) applies:
\begin{equation}
\langle F|D|\Psi_0\rangle=\sqrt N\int dx_1\cdots dx_N\,
k^*(x_1)\Psi_I^*(x_2,\dots)\Big[d(1)+\sum_{j=2}^N d(j)\Big]\Psi_0 .
\label{eq:split}
\end{equation}
In the first part $d(1)$ acts on $x_1$ alone. The integral over the remaining coordinates can be done first, and by Eq.~(\ref{eq:dyson}) it gives $\langle k|d|\phi_I\rangle$. In the second part, Eq.~(\ref{eq:expansion}) replaces $\sqrt N\Psi_0$. The integral over $x_1$ then gives $\langle k|\phi_J\rangle$, and the others give a matrix element between cation states. Hence
\begin{equation}
\langle F|D|\Psi_0\rangle=\langle k|d|\phi_I\rangle
+\sum_J D_{IJ}\langle k|\phi_J\rangle,\qquad
D_{IJ}=\langle\Psi_I|\sum_{j=2}^N d(j)|\Psi_J\rangle .
\label{eq:theorem}
\end{equation}

This is an identity for the product state $F$ and any $k$. In the first term the light acts on the electron that leaves. In the second, called the conjugate term, the light acts on the electrons left behind, and the remaining electron enters the wave $k$ through its overlap with the neutral state.

The second term need not be small. As a test, random complex antisymmetric states of three and two electrons were formed on six one-particle states, with a random normalized $k$ and a random Hermitian $d$. The conjugate term had 0.467 times the modulus of the Dyson term. The two sides of Eq.~(\ref{eq:theorem}) agreed within $10^{-10}$, as did those of Eqs.~(\ref{eq:poles}) and (\ref{eq:norm}).

\subsection{Strong orthogonality}

The conjugate term vanishes if
\begin{equation}
\int dx_1\,k^*(x_1)\Psi_0(x_1,x_2,\dots,x_N)=0
\quad\text{for all }x_2,\dots,x_N .
\label{eq:strong}
\end{equation}
By Eq.~(\ref{eq:expansion}) the left side is $N^{-1/2}\sum_J\langle k|\phi_J\rangle\Psi_J$. The $\Psi_J$ are linearly independent, so the condition is equivalent to $\langle k|\phi_J\rangle=0$ for every $J$. Under this condition
\begin{equation}
\langle F|D|\Psi_0\rangle=\langle k|d|\phi_I\rangle .
\label{eq:main}
\end{equation}
This is the statement sought: the sudden amplitude is the dipole matrix element between the continuum wave and the Dyson orbital, provided that the wave is strongly orthogonal to the neutral state. The condition is sufficient. It is not necessary, since the sum in Eq.~(\ref{eq:theorem}) could cancel in a particular case. When $k$ was projected out of all three coordinates of the random neutral state above, the Dyson term alone reproduced the complete amplitude within $10^{-10}$.

The condition has a simple measure. The squared norm of the left side of Eq.~(\ref{eq:strong}), multiplied by $N$, is the occupation of $k$ in the neutral state:
\begin{equation}
n_k^{0}=\sum_J|\langle k|\phi_J\rangle|^2 .
\label{eq:occupation}
\end{equation}
Strong orthogonality therefore means that $k$ is empty in the neutral molecule. Orthogonality to the single orbital $\phi_I$ is weaker. It removes the term $J=I$ and leaves the others.

The question of the origin can now be settled. If $\mathbf r$ is replaced by $\mathbf r-\mathbf R$, the Dyson term changes by $-\mathbf R\langle k|\phi_I\rangle$. The matrix $D_{IJ}$ changes by $-(N-1)\mathbf R\,\delta_{IJ}$, because it contains $N-1$ electrons. The two terms together change by
\begin{equation}
-\mathbf R\langle k|\phi_I\rangle-(N-1)\mathbf R\langle k|\phi_I\rangle
=-N\mathbf R\langle F|\Psi_0\rangle .
\label{eq:origin}
\end{equation}
For a neutral molecule the nuclear part of the dipole operator supplies the opposite change, since the nuclear charges add up to $N$. The complete expression is then independent of the origin even if $F$ and $\Psi_0$ overlap. The Dyson term by itself is not, unless $\langle k|\phi_I\rangle=0$. A bare plane wave does overlap with $\phi_I$, and this is why the cross section at the beginning moved with the origin.

\subsection{Relaxed determinants}

Hole relaxation enters when neutral and cation have different orbitals. Let the neutral be a closed-shell determinant with $n=N/2$ real spatial orbitals $\varphi_1,\dots,\varphi_n$, each holding one electron of either spin. Remove a $\beta$ electron. The cation determinant has orbitals $a_1,\dots,a_n$ for spin $\alpha$ and $b_1,\dots,b_{n-1}$ for spin $\beta$.

The overlap of two normalized determinants is the determinant of their orbital overlaps: one of the two sums over permutations gives $N!$ equal terms, which cancel the normalization, and the other sum is the determinant. Orbitals of unlike spin do not overlap, so the matrix separates into blocks. Define
\begin{equation}
A_{ij}=\langle a_i|\varphi_j\rangle,\qquad
B_{ij}=\langle b_i|\varphi_j\rangle,
\label{eq:blocks}
\end{equation}
where $A$ is $n\times n$ and $B$ is $(n-1)\times n$. In $\langle F|\Psi_0\rangle$ the wave $k$ adds a last row $\langle k|\varphi_j\rangle$ to $B$. Placing it last fixes an overall sign, which can be absorbed in $\Psi_I$. Expansion along this row gives
\begin{equation}
\langle F|\Psi_0\rangle=\sum_{j=1}^n\langle k|\varphi_j\rangle g_j,\qquad
g_j=(-1)^{n+j}\det A\,\det B^{(j)},
\label{eq:cofactors}
\end{equation}
where $B^{(j)}$ is $B$ without column $j$. The left side equals $\langle k|\phi_I\rangle$ for every $k$ of spin $\beta$. Hence, with the spin factor omitted,
\begin{equation}
\phi_I=\sum_{j=1}^n g_j\varphi_j,\qquad P_I=\sum_{j=1}^n g_j^2 .
\label{eq:detdyson}
\end{equation}
If the cation keeps the neutral orbitals and loses $\varphi_n$, then $\det A=1$ and the only nonzero minor is $B^{(n)}$, with determinant one. The Dyson orbital is then $\varphi_n$ itself with $P_I=1$, which is the Koopmans limit.

The complete dipole amplitude can be found without using Eq.~(\ref{eq:theorem}). Since
\begin{equation}
\prod_{i=1}^N[1+\lambda d(i)]=1+\lambda D+O(\lambda^2),
\label{eq:product}
\end{equation}
the derivative of its matrix element at $\lambda=0$ is $\langle F|D|\Psi_0\rangle$. Acting on a determinant, the product changes each orbital $\varphi_j$ into $(1+\lambda d)\varphi_j$. The matrix element is therefore again a product of two overlap determinants, with every $\langle u|\varphi_j\rangle$ replaced by $\langle u|\varphi_j\rangle+\lambda\langle u|d|\varphi_j\rangle$. If $g_j(\lambda)$ are the cofactors formed with these elements, expansion along the row of $k$ and differentiation give
\begin{equation}
\langle F|D|\Psi_0\rangle=\sum_j\langle k|d|\varphi_j\rangle g_j(0)
+\sum_j\langle k|\varphi_j\rangle g_j'(0).
\label{eq:derivative}
\end{equation}
The first sum is the Dyson term, and the second is the conjugate term for determinants.

For this neutral state the condition of strong orthogonality is easily met. From a plane wave $|\mathbf k\rangle$ one subtracts its components in all occupied orbitals:
\begin{equation}
|\mathbf k_\perp\rangle=|\mathbf k\rangle-\sum_{j=1}^n|\varphi_j\rangle\langle\varphi_j|\mathbf k\rangle .
\label{eq:opw}
\end{equation}
All $\langle\mathbf k_\perp|\varphi_j\rangle$ vanish, so the second sum in Eq.~(\ref{eq:derivative}) is zero. The subtraction is confined to the molecule and leaves the plane wave at large distance, and with it the flux normalization, unchanged. It does not supply the potential that the cation exerts on the electron. Strong orthogonality repairs the matrix element for a given product state; it does not make that product a good final state.

\section{The cross section and the phenol hole}

The first half gave the following results. $\Psi_0$ is the neutral state, $\Psi_I$ the cation state, and $\phi_I$ their Dyson orbital with squared norm $P_I$, the pole strength. For a product of $\Psi_I$ and an electron wave $k$, the dipole amplitude is $\langle k|d|\phi_I\rangle$ plus a conjugate term, Eq.~(\ref{eq:theorem}). The conjugate term vanishes if $k$ is empty in the neutral state. For a neutral determinant with occupied orbitals $\varphi_j$, the orthogonalized plane wave $\mathbf k_\perp$ of Eq.~(\ref{eq:opw}) meets this condition.

\subsection{From amplitude to cross section}

Let the plane waves be $\langle\mathbf r|\mathbf k\rangle=(2\pi)^{-3/2}e^{i\mathbf k\cdot\mathbf r}$, so that $\langle\mathbf k|\mathbf k'\rangle=\delta(\mathbf k-\mathbf k')$ and the final states are counted by $d^3k$. The electric field is $\boldsymbol\epsilon E_0\cos\omega t$ with unit polarization vector $\boldsymbol\epsilon$. An electron has charge $-1$, so the coupling is $+E_0\cos\omega t\,\boldsymbol\epsilon\cdot D$, and absorption comes from the part $(E_0/2)e^{-i\omega t}$. Write $\mathbf M=\langle\mathbf k_\perp|\mathbf r|\phi_I\rangle$ and let $E_I$ be the ionization energy. To lowest order in the field, the golden rule gives the rate
\begin{equation}
dw=2\pi\frac{E_0^2}{4}|\boldsymbol\epsilon\cdot\mathbf M|^2
\delta\!\left(\frac{k^2}{2}+E_I-\omega\right)k^2\,dk\,d\Omega .
\label{eq:rate}
\end{equation}
The derivative of $k^2/2$ is $k$, so integration over $k$ turns $k^2$ into $k$. The mean intensity is $E_0^2/(8\pi\alpha)$, where $\alpha$ is the fine-structure constant and the speed of light is $1/\alpha$. Division of the rate by the photon flux, which is the intensity over $\omega$, gives
\begin{equation}
\frac{d\sigma}{d\Omega}
=\frac{\pi E_0^2}{2}k|\boldsymbol\epsilon\cdot\mathbf M|^2\,
\frac{8\pi\alpha\omega}{E_0^2}
=4\pi^2\alpha\omega k\,|\boldsymbol\epsilon\cdot\mathbf M|^2 .
\label{eq:dsigma}
\end{equation}
The prefactor was tested on a 1s state driven into free p waves, with $k=1.5$, $\omega=1.625$ and $E_0=0.005$ in atomic units. Direct time evolution gave 1.0000 times the cross section of Eq.~(\ref{eq:dsigma}).

For randomly oriented molecules the average of $\epsilon_c\epsilon_{c'}$ is $\delta_{cc'}/3$. A closed-shell neutral leaves a doublet cation, whose two spin components have the same spatial Dyson orbital and contribute equally. Hence
\begin{equation}
\sigma=2\,\frac{4\pi^2\alpha\omega k}{3}\sum_{c=x,y,z}\int d\Omega\,|M_c|^2 .
\label{eq:sigma}
\end{equation}
By Eq.~(\ref{eq:opw}) the amplitude is
\begin{equation}
M_c=\langle\mathbf k|r_c|\phi_I\rangle
-\sum_j\langle\mathbf k|\varphi_j\rangle\langle\varphi_j|r_c|\phi_I\rangle .
\label{eq:opwamp}
\end{equation}

For a sudden product state, the dipole amplitude reduces to the Dyson-orbital matrix element when the outgoing wave is strongly orthogonal to the neutral state, and the cross section follows from it. It remains to apply this to phenol and to examine the errors left by the plane wave and the other approximations.

Numbers in the example were calculated in double precision.
